# Conductivity loss from diffuse walls in wide wires

A long straight wire has cross-section area \(A\) and perimeter \(P\). Its heat carriers are gray phonons, with one speed \(v\) and one mean free path \(L\), and its walls scatter diffusely. If the section is smooth and convex and \(L\) is small against its width and its radii of curvature, the conductivity \(k\) lies below the bulk value \(k_0\) by the leading fraction

\[
1-\frac{k}{k_0}\simeq\frac{3LP}{16A}. \tag{1}
\]

To first order in \(L\), the wire conducts as if a skin of thickness \(3L/16\) along its wall carried no heat, since (1) can be written \(kA=k_0(A-3LP/16)\). The picture stops at that order: a literal skin of thickness \(t\) on a curved wall has area \(tP-\pi t^2\), and the true expansion has no such quadratic term. For a smooth section of strictly positive curvature \(\kappa\), the next term is

\[
\frac{k}{k_0}=1-\frac{3LP}{16A}+\frac{3L^3}{128A}\oint\kappa^2\,d\sigma+\dots, \tag{2}
\]

where \(\sigma\) is arc length along the boundary. Two derivations follow. One solves the Boltzmann equation along rays, the other follows single phonons as they diffuse along the wire.

## First derivation: rays and chords

**The deviation from equilibrium.** Let \(z\) be the wire axis, \(\theta\) the angle between a phonon's velocity and that axis, and \(\varphi\) the direction of its motion in the plane of the section. The temperature \(T(z)\) has a small constant gradient \(T'\). Write the phonon energy per volume and solid angle as \(f_0(T(z))+g\), where \(f_0\) is isotropic equilibrium and \(g\) is linear in \(T'\). Scattering is assumed resistive: it relaxes the phonons to \(f_0\) in a time \(L/v\).

Far from the ends \(g\) does not depend on \(z\). Let \(s\) be the distance in the plane of the section, measured from the wall along the phonon's path. A path length \(\ell\) advances \(s\) by \(\ell\sin\theta\), so the stationary Boltzmann equation, divided by \(v\), is

\[
\sin\theta\,\frac{\partial g}{\partial s}+\frac{g}{L}=-\cos\theta\,\frac{df_0}{dT}\,T'. \tag{3}
\]

A diffuse wall returns the energy it receives, spread isotropically over the outgoing directions. Equation (3) makes \(g\) odd in \(\cos\theta\), so the incoming deviations cancel in the wall's energy balance. The wall therefore emits equilibrium radiation at \(T(z)\), and \(g=0\) at \(s=0\). By the same oddness \(g\) adds nothing to the local energy density, so relaxation towards \(T(z)\) conserves energy. The solution is

\[
g=-L\cos\theta\,\frac{df_0}{dT}\,T'\left[1-e^{-s/(L\sin\theta)}\right]. \tag{4}
\]

At a nearly flat wall the outgoing half of the phonons carries no heat and the incoming half carries its bulk share, so the local heat flux there is half the bulk flux.

**The conductivity.** The heat current is \(\int dA\int d\Omega\,v\cos\theta\,g=-kAT'\). Without the exponential, \(\int\cos^2\theta\,d\Omega=4\pi/3\) gives \(k_0=(4\pi/3)\,vL\,df_0/dT\). Dividing by this value,

\[
1-\frac{k}{k_0}=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\;e^{-s/(L\sin\theta)}. \tag{5}
\]

**Slicing into chords.** Fix \(\theta\) and \(\varphi\), and put \(\lambda=L\sin\theta\). Cut the section into chords parallel to \(\varphi\), with sideways offset \(p\) and length \(c\). Then \(dA=dp\,ds\), and each chord contributes

\[
\int_0^c e^{-s/\lambda}ds=\lambda\left(1-e^{-c/\lambda}\right).
\]

With \(d\Omega=\sin\theta\,d\theta\,d\varphi\), equation (5) becomes

\[
1-\frac{k}{k_0}=\frac{3L}{4\pi A}\int_0^\pi d\theta\,\sin^2\theta\cos^2\theta\int d\varphi\,dp\left(1-e^{-c/\lambda}\right). \tag{6}
\]

**Counting the chords.** Each directed chord enters through one wall element \(d\sigma\), at an angle \(\alpha\) to the inward normal. Seen along the chord, the element has width \(dp=\cos\alpha\,d\sigma\). Hence

\[
\int d\varphi\,dp=\oint d\sigma\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=2P. \tag{7}
\]

The shape has dropped out, apart from its perimeter. The polar integral is \(\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=\tfrac14\int_0^\pi\sin^2 2\theta\,d\theta=\pi/8\). The first term of (6) is therefore

\[
\frac{3L}{4\pi A}\cdot\frac{\pi}{8}\cdot 2P=\frac{3LP}{16A}.
\]

**The remainder.** What is left raises the conductivity by

\[
R=\frac{3L}{4\pi A}\int_0^\pi d\theta\,\sin^2\theta\cos^2\theta\int d\varphi\,dp\;e^{-c/\lambda}. \tag{8}
\]

It is positive, so within this model (1) overestimates the loss at any \(L\). The exponential is at most 1 and tends to zero for every chord of nonzero length, while the total weight of the chords is finite. By dominated convergence \(R/L\to0\) as \(L\to0\) at fixed shape, which proves (1).

**The cubic term.** For small \(L\) only short chords count in (8). On a smooth, strictly convex boundary these lie near the two points where the boundary is parallel to \(\varphi\). A chord at depth \(\delta\) below such a point has \((c/2)^2\simeq2\delta/\kappa\), so \(\delta=\kappa c^2/8\) and \(dp=\kappa c\,dc/4\). Each tangent point gives

\[
\int_0^\infty\frac{\kappa c}{4}\,e^{-c/\lambda}dc=\frac{\kappa\lambda^2}{4}.
\]

Each boundary element is parallel to two opposite directions, and along the boundary \(d\varphi=\kappa\,d\sigma\). The integral over \(\varphi\) of the summed curvatures is thus \(2\oint\kappa^2d\sigma\), and

\[
\int d\varphi\,dp\,e^{-c/\lambda}\simeq\frac{L^2\sin^2\theta}{2}\oint\kappa^2d\sigma .
\]

The polar integral is now \(\int_0^\pi\sin^4\theta\cos^2\theta\,d\theta\). Writing one factor \(\sin^2\theta\) as \((1-\cos2\theta)/2\) gives half of \(\pi/8\), because \(\sin^22\theta\cos2\theta\) integrates to zero. The value is \(\pi/16\), and

\[
R\simeq\frac{3L}{4\pi A}\cdot\frac{L^2}{2}\cdot\frac{\pi}{16}\oint\kappa^2d\sigma=\frac{3L^3}{128A}\oint\kappa^2d\sigma .
\]

For a circle of radius \(a\), \(P/A=2/a\) and \(\oint\kappa^2d\sigma=2\pi/a\). The loss is then \(3L/(8a)-3L^3/(64a^3)\), and the second term is \(L^2/(8a^2)\) of the first.

**Corners.** In a polygon short chords also cut across the corners. At a right angle, let a chord of length \(c\) make an angle \(t\) with one side. Its distance from the corner is \(p=c\sin t\cos t\), so the measure of such chords is

\[
dc\int_0^{\pi/2}\sin t\cos t\,dt=\frac{dc}{2},
\]

or \(dc\) when both directions of travel are counted. Then \(\int e^{-c/\lambda}dc=\lambda\). With \(\int_0^\pi\sin^3\theta\cos^2\theta\,d\theta=4/15\), each right-angle corner adds

\[
R_{\rm corner}=\frac{3L}{4\pi A}\cdot L\cdot\frac{4}{15}=\frac{L^2}{5\pi A}. \tag{9}
\]

Corners leave the leading term alone but make the next one quadratic in \(L\). For a square of side 1 and \(L=0.15\), integral (5) falls short of the leading fraction by 0.00574, and four corners give 0.00573.

## Second derivation: a phonon diffusing along the wire

Now treat the heat as energy packets that move independently. Each packet flies at speed \(v\), gets a fresh isotropic direction at each bulk scattering, and leaves the wall by the cosine law. Over long times it diffuses along \(z\) with \(D=\langle z^2\rangle/(2t)\). The conductivity is the heat capacity per volume times \(D\), so \(k/k_0=D/D_0\), where \(D_0\) is the bulk value.

Call the flight between two events a run, with axial displacement \(\zeta\). After every event \(+z\) and \(-z\) are equally likely, whatever happened before, so different runs are uncorrelated. Therefore \(2D\) equals the sum of \(\zeta^2\) per unit time.

**Rates and averages.** Bulk scattering occurs at the rate \(v/L\). In equilibrium the packets fill the section uniformly and isotropically. The flux onto a wall is then \(v/4\) times the density, and the rate of wall hits per packet is

\[
\nu=\frac{vP}{4A}. \tag{10}
\]

Let \(\mu\) be the cosine between a packet's path and the wall normal, and \(d_z=\cos\theta\) the axial component of its direction. Packets arriving at or leaving the wall have the probability density \(2\mu\,d\mu\). The azimuthal average of \(d_z^2\) is \((1-\mu^2)/2\), so

\[
\langle d_z^2\rangle_{\rm wall}=\int_0^1 2\mu\,\frac{1-\mu^2}{2}\,d\mu=\frac14 .
\]

**The balance.** First credit every run with the length it would have if no wall stopped it. Free lengths are exponential with mean square \(2L^2\). Runs that start in the bulk then give \(2L^2/3\) each, and runs that start at the wall give \(2L^2/4=L^2/2\).

Next, correct the runs that a wall cuts short. Suppose such a run has length \(\ell\) at the wall and would have gone on for a further length \(m\). It was credited with \((\ell+m)^2\) but achieved \(\ell^2\), an excess of \(2\ell m+m^2\). An exponential distribution has no memory, so \(m\) has mean \(L\) and mean square \(2L^2\) whatever \(\ell\) is. Looking back from the wall into a wide wire, the last event lies at an exponentially distributed distance, so \(\ell\) also has mean \(L\). The excess is \(2L^2+2L^2=4L^2\), times \(\langle d_z^2\rangle=1/4\), which is \(L^2\) per hit. Altogether

\[
2D\simeq\frac{v}{L}\cdot\frac{2L^2}{3}+\nu\,\frac{L^2}{2}-\nu L^2
=\frac{2vL}{3}-\frac{vP}{4A}\cdot\frac{L^2}{2}. \tag{11}
\]

Dividing by \(2D_0=2vL/3\) gives \(D/D_0=1-3LP/(16A)\), which is (1) again. The wall takes \(L^2\) by cutting a run short and gives back half of that by starting a new one.

In a wire of finite width the backward path may end at another wall before any scattering. For a chord of length \(c\) in the section the mean of \(\ell\) is then \(L(1-e^{-c/\lambda})\), and the net loss per hit becomes \(2L^2\langle d_z^2(1-e^{-c/\lambda})\rangle\). This is the factor found in (6), so the two derivations also agree beyond leading order.

**Partly specular walls.** Suppose a hit is mirror-like with probability \(p(\mu)\). A mirror reflection at a wall parallel to the axis keeps \(d_z\), so the run goes on as if nothing had happened. Only the fraction \(1-p\) of hits costs anything. To keep equilibrium isotropic, the randomised packets must leave with density proportional to \(\mu(1-p)\), so both the cut and the refund carry this weight. The leading loss is multiplied by

\[
F=4\int_0^1\mu(1-\mu^2)\,[1-p(\mu)]\,d\mu .
\]

For \(p=e^{-Q\mu^2}\), set \(u=\mu^2\) and integrate by parts:

\[
F=1-2\int_0^1(1-u)e^{-Qu}du=1-\frac2Q+\frac{2(1-e^{-Q})}{Q^2}. \tag{12}
\]

## What each derivation assumes

Both take one speed, one mean free path, isotropic propagation, resistive scattering and a wire much longer than \(L\). Neither needs convexity for the leading term. The count (7) and the rate (10) refer to wall elements alone, so in a tube both walls belong to \(P\). For radii 1 and 0.4 and \(L=0.1\), integral (5) gives a loss of 0.06244 and (1) gives 0.06250.

The ray derivation assumes a linear response and a known emission from the wall. It yields the local heat flux and an explicit remainder. The diffusion derivation assumes an isotropic equilibrium that every event preserves, free lengths without memory, and runs that are uncorrelated along the axis. It gives no flux profile, but it shows where the loss arises and admits mirror reflection with little extra work.

A simulated random walk tests the second picture without using solution (4). In an ellipse with semi-axes 3 and 2 µm and \(L=1\) µm, diffuse walls gave \(k/k_0=0.8456\), against 0.8463 from integral (5). With \(Q=3.855\) the loss was 0.0939, against 0.0967 from the leading formula with factor (12). Both walk values carry a statistical scatter of about 0.001, so their last digit is not significant. Following the ray solution back through successive mirror reflections gives 0.096 for the partly specular loss.

The same ellipse shows where (1) fails. At \(L=1\) µm it gives a loss of 0.158 where the integral gives 0.154. At \(L=5\) µm, which lies between the smallest and largest widths of 4 and 6 µm, it gives 0.79 against 0.52. The cubic term then overcorrects, to 0.33, so neither form is a good approximation there.

## A silicon beam near room temperature

Take this ellipse as the section of a suspended silicon beam 100 µm long at 300 K, with the rough values \(L=300\) nm and \(k_0=150\) W/(m K). The perimeter is 15.865 µm and the area 18.850 µm², so

\[
\frac{3LP}{16A}=\frac{3\times0.300\times15.865}{16\times18.850}=0.0473 .
\]

The full integral gives 4.72 %, against 4.73 % from (1). The dead skin is 56 nm thick. The conductivity is \(150\times(1-0.0473)\simeq143\) W/(m K), and the thermal conductance \(kA/(100\ \mu\text{m})\) is about 27 µW/K.

Real silicon departs from the model in having a broad spectrum of mean free paths. Gray kinetics, \(k_0=CvL/3\) with \(v=6400\) m/s, would require a heat capacity \(C=2.3\times10^5\) J/(m³ K), about a ninth of silicon's classical limit of \(2.1\times10^6\). The value 300 nm therefore stands for the long-path carriers, not for all phonons. To size the effect, let the shares of the bulk conductivity follow a log-normal distribution in \(L\), with width 1.3 in \(\ln L\) and \(k_0\) held fixed. If 300 nm is the mean of this distribution, the loss is 4.4 %. If it is the median, the mean is 698 nm and the loss is 9.1 %, while (1) with that mean gives 11.0 %. What the single number \(L\) is taken to represent can thus double the answer. The distribution and its width are assumed here, and in silicon at 300 K about half the heat is reported to be carried by paths longer than roughly 0.5 to 1 µm. The same model gives a loss of 16 % for a median of 0.6 µm and 22 % for a median of 1 µm, so a real rough beam can lose several times the gray figure.

Smoother walls lower the loss. For Gaussian roughness of rms height \(\eta\) and phonon wavelength \(\Lambda\), the reflected wave has an rms phase spread \(\Phi=4\pi\eta\mu/\Lambda\). Averaging the phase factor over this Gaussian spread multiplies the mirror-reflected amplitude by \(e^{-\Phi^2/2}\) and its intensity by \(e^{-\Phi^2}\). Setting this equal to \(p=e^{-Q\mu^2}\) gives \(Q=(4\pi\eta/\Lambda)^2\). This argument assumes roughness whose lateral correlation length is long against \(\Lambda\), and (12) further treats everything not mirror-reflected as fully randomised along the axis. On gently sloped roughness the scattered part stays near the mirror direction and the loss is smaller. With \(\eta=0.5\) nm and 2 THz phonons, \(\Lambda=3.2\) nm and \(Q=3.9\). Then \(F=0.61\), and the gray loss falls from 4.7 % to 2.9 %. This result depends strongly on the chosen wavelength: at half of it \(Q\) is four times larger, (12) gives \(F=0.88\), and the loss is 4.2 %. In real silicon the mean free path also varies with frequency, and 2 THz phonons typically have paths longer than 300 nm. The 2.9 % therefore illustrates the formula and is not an estimate for the whole heat current.

The other corrections sized here are these:

- **Ends.** If the contacts act as black emitters, their ballistic conductance per area is \(Cv/4\). Comparison with \(k_0=CvL/3\) gives, by adding the two resistances in series, an added share of about \(4L/3\) divided by the beam length, or 0.4 %. The full gray transport solution between black walls has \(1.42L\) in place of \(4L/3\), which rounds to the same figure.
- **Temperature.** If \(k_0\) and \(L\) both vary as \(1/T\), then at 350 K \(k_0\) is 129 W/(m K) and the wall loss 4.1 %. This change in \(k_0\) is larger than the wall effect itself, and in real silicon \(k_0\) falls somewhat faster than \(1/T\) in this range, to about 120 W/(m K) at 350 K.
- **Wave effects.** The 3.2 nm wavelength of the 2 THz phonons is \(8\times10^{-4}\) of the smallest width, which supports the use of rays for them inside the beam.

Momentum-conserving scattering and crystal anisotropy are left out and have not been sized. The figure of 4.7 % is therefore the result of the gray, fully diffuse model, not a prediction for a particular beam. The program's computed values are in the numerical output below.

## Computed results

```
Ellipse semi-axes: 3.0 and 2.0 um
Area A = 18.8496 um^2, perimeter P = 15.8654 um
Integral of curvature^2 = 2.9731 1/um
L (um) | loss, integral | 3LP/(16A) | with cubic term
 0.10  | 0.015778 | 0.015782 | 0.015778
 0.25  | 0.039396 | 0.039454 | 0.039396
 0.50  | 0.078433 | 0.078908 | 0.078446
 1.00  | 0.153695 | 0.157816 | 0.154120
 5.00  | 0.517707 | 0.789082 | 0.326985
Remainder / cubic term at L = 0.25 um: 1.006
Rounded triangle, L = 0.15: loss 0.05632, 3LP/(16A) 0.05649, with cubic 0.05632
Square side 1, L = 0.15: loss 0.10676, 3LP/(16A) 0.11250
  remainder 0.00574, four-corner term 0.00573
Tube radii 1 and 0.4, L = 0.1: loss 0.06244, 3LP/(16A) 0.06250
Random walk, L = 1 um, diffuse: k/k0 = 0.8456 (runs), 0.842 (total z^2)
  integral gives k/k0 = 0.8463
Random walk, partly specular: loss 0.0939, leading formula 0.0967
Wall hits per um of path: 0.2106 diffuse, 0.2100 partly specular
  equilibrium value P/(4A) = 0.2104 1/um
Silicon beam: L = 300 nm, k0 = 150 W/(m K), length 100 um, T = 300 K
Leading loss 3LP/(16A) = 4.734 %, full integral 4.724 %
Dead skin 3L/16 = 56.25 nm
Wire conductivity = 142.90 W/(m K)
Thermal conductance = 26.936 uW/K
Log-normal spectrum, width of ln L = 1.3:
  same mean L: loss 4.38 %
  same median L (mean 698 nm): loss 9.13 %, leading law 11.02 %
Phonon speed 6400 m/s, frequency 2.0 THz, wavelength 3.20 nm
  h f/(kB T) = 0.320
Roughness 0.5 nm: Q = 3.855, diffuse share of loss = 0.613
  loss with this specularity = 2.90 %
End resistance, about 4L/(3 length) = 0.40 %
At 350 K (k0 and L as 1/T): k0 = 128.6 W/(m K), loss 4.06 %
Wavelength / smallest width = 8.0e-04
Heat capacity implied by 3 k0/(v L) = 2.34e+05 J/(m^3 K)
Classical limit 3 n kB for silicon = 2.07e+06 J/(m^3 K)
```
